# Wannier interpolation of electron-phonon coupling, tested on a model chain, part 2

The problem is to obtain electron-phonon couplings at any electron wavevector \(\mathbf k\) and phonon wavevector \(\mathbf q\) from coarse grids of \(N_k=N\) and \(N_q\) points. The first objection was that a transform and its inverse return what was put in. Hartree atomic units are used, \(\hbar=m_e=1\).

\(\mathcal V\) is the potential in the Hamiltonian \(H\), and \(\partial_{\mathbf Rs\alpha}\mathcal V\) its derivative for moving atom \(s\) (mass \(M_s\)) of cell \(\mathbf R\) along \(\alpha\). The coupling \(g_{mn,s\alpha}\) is the matrix element of \(\Delta_{\mathbf qs\alpha}=\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\partial_{\mathbf Rs\alpha}\mathcal V\) from Bloch state \(\psi_{n\mathbf k}\) to \(\psi_{m\mathbf k+\mathbf q}\). For phonon mode \(\nu\), with frequency \(\omega_{\mathbf q\nu}\) and eigenvector \(e_{s\alpha,\nu}\),

\[g_{mn\nu}(\mathbf k,\mathbf q)=\sum_{s\alpha}\frac{e_{s\alpha,\nu}(\mathbf q)}{\sqrt{2M_s\omega_{\mathbf q\nu}}}\;g_{mn,s\alpha}(\mathbf k,\mathbf q). \tag{2}\]

For bands isolated by gaps, a unitary \(U(\mathbf k)\) gives rotated states \(\psi^W=\psi U\), coupling \(g^W=U^\dagger(\mathbf k+\mathbf q)\,g\,U(\mathbf k)\) and Wannier functions \(w_{n\mathbf R}\). The projection gauge is \(\psi^W=P\,t\,(t^\dagger Pt)^{-1/2}\), with \(P\) the projector on the group and \(t\) Bloch sums of trial functions. The grids' supercells have lattice vectors \(\mathbf T,\mathbf T_q\).

\[\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}=N\ \text{if }\mathbf R\in\{\mathbf T\},\ \text{else }0;\qquad \sum_{\mathbf R}e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}=N\delta_{\mathbf k\mathbf k'} , \tag{3}\]

\[|\psi^W_{n\mathbf k}\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|w_{n\mathbf R}\rangle . \tag{4}\]

\[g^W_{mn}(\mathbf k,\mathbf q)=\sum_{\mathbf R_e,\mathbf R_p}e^{i(\mathbf k\cdot\mathbf R_e+\mathbf q\cdot\mathbf R_p)}\,g_{mn}(\mathbf R_e,\mathbf R_p),\qquad g_{mn,s\alpha}(\mathbf R_e,\mathbf R_p)=\langle w_{m\mathbf 0}|\partial_{\mathbf R_ps\alpha}\mathcal V|w_{n\mathbf R_e}\rangle . \tag{5}\]

\[\bar g(\mathbf R_e,\mathbf R_p)=\frac1{N_kN_q}\sum_{\mathbf k,\mathbf q}e^{-i(\mathbf k\cdot\mathbf R_e+\mathbf q\cdot\mathbf R_p)}\,U^\dagger(\mathbf k+\mathbf q)\,g(\mathbf k,\mathbf q)\,U(\mathbf k). \tag{6}\]

In a smooth, periodic, grid-independent gauge, with \(g^\infty\) the absolutely summable infinite-crystal coefficients,

\[\bar g(\mathbf R_e,\mathbf R_p)=\sum_{\mathbf T,\mathbf T_q}g^\infty(\mathbf R_e+\mathbf T,\mathbf R_p+\mathbf T_q). \tag{7}\]

\[g_{mn}(\mathbf R_e,\mathbf R_p)^*=\langle w_{n\mathbf R_e}|\partial_{\mathbf R_p}\mathcal V|w_{m\mathbf 0}\rangle=g_{nm}(-\mathbf R_e,\mathbf R_p-\mathbf R_e). \tag{8}\]

The test chain has \(a=6\) bohr, atoms A, B at \(\tau_A=0\), \(\tau_B=2.4\) bohr, Gaussian wells of depths 1.5, 1.2 Ha and \(\sigma=0.6\) bohr, and trial Gaussians of width 0.8 bohr. Its two lowest bands are computed in plane waves, each state with a random phase.

**Q.** Here is my first objection again. You derived (5) for grid points. What entitles you to put an arbitrary \(\mathbf k\) and \(\mathbf q\) into it?

**A.** Nothing entitles me to call that an identity. Off the grid it is an approximation, and it is not even defined until one more choice is made. The numbers \(\bar g\) are periodic in \(\mathbf T\) and \(\mathbf T_q\), so they belong to classes of equivalent vectors. On the grid \(e^{i\mathbf k\cdot\mathbf T}=1\) and any member of a class gives the same phase. Off the grid the phase depends on the member. If \(g^\infty\) decays, the large terms in (7) have short \(\mathbf R_e\) and \(\mathbf R_p\), so the shortest vectors of each class should supply the phase. For some classes, not only those at the boundary, another member can be the larger one; all such terms are counted in the bound (10) below. These are the vectors in the Wigner-Seitz cell of the supercell. On its boundary \(d\) members are equally near; each is kept with weight \(1/d\), so that the class counts once. In one dimension with even \(N\) the cell indices run from \(-N/2\) to \(N/2\), the two ends with weight \(1/2\). The inverse transform is

\[ \tilde g^W(\mathbf k,\mathbf q)=\sum_{\mathbf R_e,\mathbf R_p\in\mathrm{WS}}\frac{e^{i(\mathbf k\cdot\mathbf R_e+\mathbf q\cdot\mathbf R_p)}}{d(\mathbf R_e)\,d(\mathbf R_p)}\,\bar g(\mathbf R_e,\mathbf R_p). \tag{9} \]

Its error can be written exactly. Label lattice pairs by \(P\), their phases by \(\phi_P\), and the weighted mean phase of the Wigner-Seitz members of the class of \(P\) by \(\bar\phi_{P}\), with \(|\bar\phi_P|\le1\). Putting (7) into (9) gives \(\tilde g^W=\sum_Pg^\infty(P)\bar\phi_P\), while \(g^W=\sum_Pg^\infty(P)\phi_P\). Therefore

\[ \tilde g^W-g^W=\sum_Pg^\infty(P)\,(\bar\phi_P-\phi_P),\qquad |\tilde g^W-g^W|\le2\sum_{P\ \text{not interior}}|g^\infty(P)| . \tag{10} \]

On the grid \(\bar\phi_P=\phi_P\) for every \(P\), and the error vanishes. Off the grid the interior pairs drop out, since there \(d=1\) and \(P\) represents itself. The new information is the physical assumption that \(g^\infty\) is negligible beyond the supercell. The map in (8) does not send the product of two Wigner-Seitz cells into itself, so off the grid the relation \(\tilde g^{W}(\mathbf k,\mathbf q)^\dagger=\tilde g^W(\mathbf k+\mathbf q,-\mathbf q)\) is guaranteed only within twice the bound in (10).

**Q.** Do the images and weights matter in numbers?

**A.** With cell indices \(0,\dots,N-1\), the nearest-neighbour class \(-1\) is represented by \(N-1\) and acquires a wrong factor \(e^{ikNa}\). The program tests that both choices reproduce a grid point, and that the indices \(0,\dots,N-1\) fail elsewhere. Over twenty off-grid pairs \((k,q)\), for which the largest \(|g^W|\) is 0.236 Ha/bohr, the largest error at \(N=12\) is 0.124 Ha/bohr with indices \(0,\dots,N-1\) and \(3.7\times10^{-6}\) Ha/bohr with Wigner-Seitz images. Dropping the weights counts boundary classes twice and spoils even a grid point, by \(8.2\times10^{-3}\) Ha/bohr at \(N=4\).

**Q.** Equation (9) gives the Wannier gauge. To return to bands you need \(U\) at the new points, where you have no wavefunctions.

**A.** The Hamiltonian supplies it. In the rotated basis \(H^W_{mn}(\mathbf k)=\langle\psi^W_{m\mathbf k}|H|\psi^W_{n\mathbf k}\rangle=[U^\dagger\varepsilon U]_{mn}\), with \(\varepsilon\) the diagonal matrix of band energies. Inserting (4) twice and shifting by the cell of the bra, as before, gives \(H^W(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H(\mathbf R)\) with \(H_{mn}(\mathbf R)=\langle w_{m\mathbf 0}|H|w_{n\mathbf R}\rangle\), and (3) gives \(H(\mathbf R)=N_k^{-1}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}U^\dagger\varepsilon U\). It is carried to a new point with Wigner-Seitz images and diagonalised, \(H^WV=V\varepsilon\). Now \(H^WU^\dagger=U^\dagger\varepsilon UU^\dagger=U^\dagger\varepsilon\), so the columns of \(U^\dagger\) are eigenvectors, and \(V=U^\dagger\Phi\) with \(\Phi\) a diagonal matrix of phases, or a unitary block where bands are degenerate. From \(g=U(\mathbf k+\mathbf q)g^WU^\dagger(\mathbf k)\),

\[ V^\dagger(\mathbf k+\mathbf q)\,g^W\,V(\mathbf k)=\Phi^\dagger(\mathbf k+\mathbf q)\,g\,\Phi(\mathbf k). \]

The dynamical matrix is already a lattice sum in the atomic basis and is carried over in the same way, which yields \(\omega_{\mathbf q\nu}\) and \(e_{s\alpha,\nu}(\mathbf q)\). With (2),

\[ g_{mn\nu}(\mathbf k,\mathbf q)\simeq\sum_{s\alpha}\frac{e_{s\alpha,\nu}(\mathbf q)}{\sqrt{2M_s\omega_{\mathbf q\nu}}}\Big[V^\dagger(\mathbf k+\mathbf q)\,\tilde g^W_{s\alpha}(\mathbf k,\mathbf q)\,V(\mathbf k)\Big]_{mn}. \tag{11} \]

Only moduli are fixed for nondegenerate bands and modes, and only \(|g|^2\) summed over a degenerate set otherwise. Near a degeneracy a small error in \(H^W\) turns \(V\) by an angle of order that error over the splitting, so single elements are less accurate there than such sums.

**Q.** Everything rests on decay. Why should \(g^\infty\) decay, and how fast?

**A.** Take one dimension and let \(\chi_k\) be \(\psi^W_k\) normalised on one cell, so that \(w_0(x)=(a/2\pi)\int\chi_k(x)\,dk\) over the zone. For \(x\) in the home cell, \(w_0(x+R)=(a/2\pi)\int e^{ikR}\chi_k(x)\,dk\). Suppose \(\chi_k\) is periodic in \(k\) and analytic for \(|\mathrm{Im}\,k|<\kappa\). For \(R>0\) move the contour to \(k+i\eta\) with \(\eta<\kappa\). The two vertical sides cancel by periodicity, and \(|w_0(x+R)|\le e^{-\eta R}\max_k|\chi_{k+i\eta}(x)|\). For \(R<0\) move it down. If \(\partial_{R_p}\mathcal V\) falls off faster than \(e^{-2\kappa|x-R_p|}\), the integral in (5) is collected near \(R_p\), which lies \(|R_p|\) from the centre of the bra and \(|R_p-R_e|\) from that of the ket:

\[ |g^\infty(R_e,R_p)|\le c_\eta\,e^{-\eta(|R_p|+|R_p-R_e|)}\quad\text{for every }\eta<\kappa . \tag{12} \]

The exponent is \(\eta|R_e|\) when the displaced atom lies between the two orbitals, and \(2\eta|R_p|\) when \(R_e=0\). The slowest terms outside the Wigner-Seitz cell have \(|R_e|=Na/2\), so (10) is bounded by \(e^{-\eta Na/2}\) times a factor growing at most as a power of \(N\).

**Q.** What is \(\kappa\)?

**A.** For the chain, solve the Schrödinger equation at energy \(E\) across one cell with \(y_1(0)=1,y_1'(0)=0\) and \(y_2(0)=0,y_2'(0)=1\). The matrix that carries \((y,y')\) across the cell has determinant 1, because the Wronskian is constant, so its eigenvalues are \(e^{\pm ika}\) and its half-trace obeys \(\cos ka=\Lambda(E)=[y_1(a)+y_2'(a)]/2\). In the gap between bands 2 and 3, whose edges are at \(k=0\), \(\Lambda>1\), so \(k=i\eta\) with \(\cosh\eta a=\Lambda(E)\). As \(\eta\) grows, band 2 continues upward into the gap and band 3 downward, and they meet at the maximum \(E_0\) of \(\Lambda\), where \(\cosh\kappa a=\Lambda_{\max}\). Near it \(\Lambda_{\max}-\tfrac12|\Lambda''|(E-E_0)^2=\cosh\kappa a-a(\kappa-\eta)\sinh\kappa a\), so \(E-E_0\propto\pm\sqrt{\kappa-\eta}\). This is the Kohn branch point: a circuit round it exchanges bands 2 and 3 and so changes the projector on bands 1 and 2, which is therefore singular there. The branch point between bands 1 and 2 only exchanges two members of the group and leaves the projector unchanged. The factor \((t^\dagger Pt)^{-1/2}\) could add a nearer singularity for poor trial functions.

The program integrates the equation and tests that \(\Lambda=1\) at the plane-wave gap edges, \(-0.4033\) and \(0.1564\) Ha. The maximum is 2.7421 at \(-0.168\) Ha, so \(\kappa a=\ln(2.7421+\sqrt{2.7421^2-1})=\ln(2.7421+2.5533)=1.667\). The norm of \(\bar g(R,R)\) falls between cells 4 and 9 at a rate 1.813 per cell, which is 1.09 times \(\kappa a\); the test asks for a ratio between 0.9 and 1.35. Between cells 2 and 5 the rates are 1.966 for \(\bar g(R,R)\) and 3.661 for \(\bar g(0,R)\), a ratio of 1.86 where (12) suggests 2, and the test accepts 1.5 to 2.5. The measured rate of \(\bar g(R,R)\) exceeds \(\kappa a\) by 0.30 at short and 0.15 at longer distance. A prefactor \(R^{-p}\) would add \(p\ln(5/2)/3=0.31p\) and \(p\ln(9/4)/5=0.16p\), which fits both with \(p\) a little below 1. That such a prefactor from the branch point is the cause is a conjecture here. For \(\bar g(0,R)\) the excess over \(2\kappa a=3.334\) between cells 2 and 5 is 0.33, not twice 0.30, so this short range does not show the squared prefactor one would expect from two decaying factors.

**Q.** And the interpolation error?

**A.** The largest errors over the twenty off-grid pairs, against fresh plane-wave calculations at those points, are as follows. The scales are 0.236 Ha/bohr for \(g^W\) and \(4.1\times10^{-2}\) Ha for the mode couplings.

| \(N\) | \(g^W\), Ha/bohr | \(\lvert g_{mn\nu}\rvert\), Ha | bands, Ha |
|---|---|---|---|
| 4 | \(6.4\times10^{-3}\) | \(8.4\times10^{-4}\) | \(2.6\times10^{-4}\) |
| 8 | \(1.4\times10^{-4}\) | \(1.8\times10^{-5}\) | \(5.6\times10^{-6}\) |
| 12 | \(3.7\times10^{-6}\) | \(6.0\times10^{-7}\) | \(1.1\times10^{-7}\) |
| 16 | \(1.1\times10^{-7}\) | \(2.4\times10^{-8}\) | \(2.6\times10^{-9}\) |
| 24 | \(6.6\times10^{-11}\) | \(2.6\times10^{-11}\) | \(6.3\times10^{-13}\) |

From \(N=12\) to 24 the boundary moves out by six cells, and \(\ln(3.68\times10^{-6}/6.63\times10^{-11})/6=1.82\) per cell, close to the decay rate 1.813. The tests require that the error in \(g^W\) fall by more than 10 from \(N=4\) to 12 and by more than 50 from 12 to 24, that it lie below \(10^{-3}\) of its scale at \(N=16\), and that at \(N=24\) the mode error lie below \(10^{-4}\) of its scale and the band error below \(10^{-5}\) Ha.

**Q.** Is the gauge the cause of the decay, or would any states of these bands do?

**A.** Set \(U=1\) and keep the random phases. For \(m\ne n\), each term of (6) carries \(e^{i(\theta_{nk}-\theta_{m,k+q})}\) with independent uniform angles. In \(|\bar g|^2\) the cross terms between different pairs \((k,q)\) average to zero, leaving \(\langle|\bar g_{mn}|^2\rangle=(N_kN_q)^{-2}\sum_{kq}|g_{mn}|^2\), the same for all \(R_e,R_p\). The typical size is the root-mean-square coupling divided by \(\sqrt{N_kN_q}\), and with the largest Wannier-gauge element in place of the root mean square of the band-basis coupling, \(0.236/12=0.02\) Ha/bohr is a rough upper estimate of the typical element. At the boundary \(R_e=6\) of the \(12\times12\) grid the largest element is \(2.6\times10^{-2}\) Ha/bohr in the random gauge and \(9.8\times10^{-7}\) in the projection gauge. The off-grid error in the moduli is then 0.142 Ha/bohr, more than half the scale. Both failures are tested.

**Q.** A sign error in the perturbation would be shared by both sides of these comparisons.

**A.** There is a check at \(q=0\) that uses energies only. There \(\Delta_{0s}\) moves a whole sublattice, \(\Delta_{0s}=\partial H/\partial\tau_s\). Differentiating \(\varepsilon=\langle\psi|H|\psi\rangle\) for a normalised nondegenerate state, the terms with \(\partial\psi\) add to \(\varepsilon\,\partial\langle\psi|\psi\rangle=0\), so \(g_{nn,s}(k,0)=\partial\varepsilon_{nk}/\partial\tau_s\). At \(k=0.17\,(2\pi/a)\), interpolated from a 40-point grid, atom A gives \(-0.117191\) and \(+0.096991\) Ha/bohr for bands 1 and 2, and finite differences of the band energies with the atom moved agree in all six decimals; the test tolerance is \(10^{-6}\) Ha/bohr.

Moving all atoms together translates the potential, \(\sum_s\Delta_{0s}=-\mathcal V'\). Acting on a function \(f\), \([\mathcal V,p]f=-i\mathcal Vf'+i(\mathcal Vf)'=i\mathcal V'f\), and \(p\) commutes with the kinetic energy, so \(-\mathcal V'=i[H,p]\) and

\[ \sum_sg_{mn,s}(k,0)=i(\varepsilon_{mk}-\varepsilon_{nk})\,p_{mn}(k). \]

The diagonal vanishes, and atom B indeed gives \(+0.117191\) and \(-0.096991\) Ha/bohr. The off-diagonal modulus is 0.107875 Ha/bohr on both sides, also tested. For an acoustic mode at small \(q\) all atoms move alike, \(e_s/\sqrt{M_s}\to(\sum_{s'}M_{s'})^{-1/2}\), and \(\omega\propto|q|\). With short-ranged coupling the intraband sum starts at order \(q\), so \(|g_{nn\nu}|\) vanishes as \(|q|^{1/2}\), while \(|g_{12\nu}|\) grows as \(|q|^{-1/2}\) wherever \(p_{12}\neq0\). I conjecture that the mode scale \(4.1\times10^{-2}\) Ha, larger than any coupling in the example that follows, comes from this interband element at the smallest \(q\) sampled; the output does not say where the maximum lies.

**Q.** Take one point and do it by hand.

Off the grid the interpolation is an approximation whose error is bounded by the real-space couplings not interior to the Wigner-Seitz cell, and for the short-ranged chain this error falls rapidly as the grid is refined. What remains is a point worked by hand, followed by long-range perturbations and bands that are not isolated.
